**Transmission of a uniform chain between identical wide-band contacts**

The program examines a chain with hopping magnitude `t`, contact broadening `gamma` and energy `x` measured from the on-site level. It asserts that the transmission at `x = 0` is 1 for odd lengths up to nine sites and broadenings from 0.001 to 1000 eV; the largest deviation printed is 4.4e-16. Symbolic determinants check the three-site formula at every energy, and matrix inversion checks the formula for general length. A separate wave-matching calculation with explicit semi-infinite leads checks the transmission obtained from the Green function. For the rough gold-chain values `t = 1.0 eV` and `gamma = 1.5 eV`, three sites give 1 and four sites give 0.9216 at the on-site energy. The output also shows that thermal averaging at 300 K lowers the three-site value to 0.998 for these parameters, but to 0.137 when `gamma` is 0.01 eV. Further lines size the effects of bias, level offsets, unequal contacts, a finite contact band, direct hopping and dephasing, and give the mean-field threshold for magnetism.

## Check in Python

```python
# Result under test: a uniform chain with an odd number of sites and identical
# wide-band end contacts has transmission 1 at its on-site energy for all Gamma > 0.
# Symbols: x = energy minus on-site energy (eV); t = hopping magnitude (eV);
# gamma = contact broadening (eV), contact self-energy = -i*gamma/2;
# G = retarded Green function; T = gamma_left*gamma_right*|G(first,last)|^2.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def chain(n_sites, t):
    return -t * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))


def green(x, ham, gamma_left, gamma_right, shift=0.0):
    matrix = x * np.eye(len(ham), dtype=complex) - ham
    matrix[0, 0] += 0.5j * gamma_left - shift
    matrix[-1, -1] += 0.5j * gamma_right - shift
    return np.linalg.inv(matrix)


def transmission(x, ham, gamma_left, gamma_right=None, shift=0.0):
    if gamma_right is None:
        gamma_right = gamma_left
    g_matrix = green(x, ham, gamma_left, gamma_right, shift)
    return gamma_left * gamma_right * abs(g_matrix[0, -1])**2


def thermal_average(ham, gamma, kt):
    def integrand(z):
        return transmission(z * kt, ham, gamma) / (4 * np.cosh(z / 2)**2)
    return quad(integrand, -40, 40, points=[0.0], limit=200, epsabs=1e-9)[0]


def wave_matching(x, t, gamma, lead_hop):
    # Plane wave sent through explicit semi-infinite leads of very wide band.
    w = np.sqrt(gamma * lead_hop / 2)
    k = -np.arccos(x / (2 * lead_hop))
    edge = x - lead_hop * np.exp(1j * k)
    # unknowns: reflected amplitude, three site amplitudes, transmitted amplitude
    a = np.array([[edge, -w, 0, 0, 0],
                  [-w, x, t, 0, 0],
                  [0, t, x, t, 0],
                  [0, 0, t, x, -w],
                  [0, 0, 0, -w, edge]], dtype=complex)
    b = np.array([lead_hop * np.exp(-1j * k) - x, w, 0, 0, 0])
    answer = np.linalg.solve(a, b)
    return abs(answer[0])**2, abs(answer[4])**2


# --- symbolic three-site result at every energy ---
xs = sp.symbols("x", real=True)
ts, gs = sp.symbols("t gamma", positive=True)
m3 = sp.Matrix([[xs + sp.I * gs / 2, ts, 0], [ts, xs, ts],
                [0, ts, xs + sp.I * gs / 2]])
det3 = sp.expand(m3.det())
cof3 = m3.cofactor(2, 0)
f3 = xs * (xs**2 - 2 * ts**2 + gs**2 / 4) / (gs * ts**2)
assert sp.expand(gs**2 * cof3**2 * (1 + f3**2)
                 - det3 * sp.conjugate(det3)) == 0
assert sp.expand(det3.subs(xs, 0) + sp.I * gs * ts**2) == 0

# --- determinant identity of isolated chains, from explicit determinants ---
dets = [sp.Integer(1)]
for n in range(1, 7):
    block = sp.Matrix(n, n, lambda i, j: xs if i == j else
                      (ts if abs(i - j) == 1 else 0))
    dets.append(sp.expand(block.det()))
for n in range(2, 7):
    assert sp.expand(dets[n-1]**2 - dets[n] * dets[n-2]
                     - ts**(2 * (n - 1))) == 0

# --- general length: recursion formula against matrix inversion ---
rng = np.random.default_rng(4)
for n in range(1, 10):
    for _ in range(20):
        x, t, gamma = rng.uniform(-2, 2), rng.uniform(.5, 2), rng.uniform(.1, 5)
        poly = [0.0, 1.0]
        for _step in range(n):
            poly.append(x * poly[-1] - t**2 * poly[-2])
        f_n = (poly[-1] + gamma**2 / 4 * poly[-3]) / (gamma * t**(n - 1))
        assert abs(transmission(x, chain(n, t), gamma)
                   - 1 / (1 + f_n**2)) < 1e-9

# --- odd and even chains at the on-site energy ---
worst_odd = 0.0
for gamma in np.logspace(-3, 3, 13):
    for n in range(1, 11):
        value = transmission(0.0, chain(n, 0.8), gamma)
        if n % 2:
            worst_odd = max(worst_odd, abs(value - 1))
        else:
            even = gamma**2 * 0.8**2 / (0.8**2 + gamma**2 / 4)**2
            assert abs(value - even) < 1e-8
assert worst_odd < 1e-8

# --- example parameters: rough values for a three-atom gold chain ---
t, gamma, temperature = 1.0, 1.5, 300.0
kt = const.k * temperature / const.e
g0 = 2 * const.e**2 / const.h
h3, h4 = chain(3, t), chain(4, t)
g_mid = green(0.0, h3, gamma, gamma)
assert np.allclose(g_mid[:, 0], [-1j / gamma, 1 / (2 * t), 1j / gamma])
reflection = abs(1 - 1j * gamma * g_mid[0, 0])**2
assert reflection < 1e-20
psi = np.sqrt(gamma) * g_mid[:, 0]
bond_current = 2 * np.imag(np.conj(psi[1]) * h3[1, 0] * psi[0])
assert abs(bond_current - 1) < 1e-12

# finite lead band leaves an error of order energy/lead hopping
for x in (0.0, 0.4, -0.9, 1.7):
    r_wave, t_wave = wave_matching(x, t, gamma, 1e5)
    assert abs(r_wave + t_wave - 1) < 1e-9
    assert abs(t_wave - transmission(x, h3, gamma)) < 1e-4
t_wave_mid = wave_matching(0.0, t, gamma, 1e5)[1]

side_peak = np.sqrt(2 * t**2 - gamma**2 / 4)
assert abs(transmission(side_peak, h3, gamma) - 1) < 1e-12
curve = 2 / gamma - gamma / (4 * t**2)
step = 1e-3
assert abs((1 - transmission(step, h3, gamma)) / step**2 - curve**2) < 1e-4


def half_width(gam, guess):
    return brentq(lambda e: transmission(e, h3, gam) - 0.5, 0, 2 * guess)


width_weak = half_width(0.02, 0.01)
width_strong = half_width(200.0, 4 * t**2 / 200)
assert abs(width_weak / 0.01 - 1) < 1e-3
assert abs(width_strong / (4 * t**2 / 200) - 1) < 1e-3

# --- neglected effects, each computed by matrix inversion ---
warm = thermal_average(h3, gamma, kt)
assert abs(warm - (1 - curve**2 * np.pi**2 * kt**2 / 3)) < 1e-4

bias = 0.1
tilted = h3 + np.diag([bias / 4, 0, -bias / 4])
assert abs(transmission(0.0, tilted, gamma) - 1) < 1e-12
biased = quad(lambda e: transmission(e, tilted, gamma),
              -bias / 2, bias / 2)[0] / bias

misfit = 0.2
misaligned = transmission(misfit, h3, gamma)

gamma_r = 1.0
unequal = transmission(0.0, h3, gamma, gamma_r)
assert abs(unequal - 4 * gamma * gamma_r / (gamma + gamma_r)**2) < 1e-12

half_band, band_offset = 5.0, 1.0
y = band_offset / half_band
gamma_band, shift = gamma * np.sqrt(1 - y**2), gamma * y / 2
finite_band = transmission(0.0, h3, gamma_band, shift=shift)
assert abs(finite_band - gamma_band**2 / (gamma_band**2 + 4 * shift**2)) < 1e-12

site_offset = 0.2
offset_mid = transmission(0.0, h3 + np.diag([0, site_offset, 0]), gamma)
assert abs(offset_mid - 1 / (1 + (gamma * site_offset / (4 * t**2))**2)) < 1e-12

direct = 0.1
h_direct = h3.copy()
h_direct[0, 2] = h_direct[2, 0] = -direct
second_neighbour = transmission(0.0, h_direct, gamma)
assert abs(second_neighbour - 1 / (1 + (2 * direct / gamma)**2)) < 1e-12

# Phonon dephasing: a voltage probe that draws no net current on every site.
probe = 0.025
g_probe = green(0.0, h3 - 0.5j * probe * np.eye(3), gamma, gamma)
sites = [0, 2, 0, 1, 2]
rates = np.array([gamma, gamma, probe, probe, probe])
t_all = np.outer(rates, rates) * abs(g_probe[np.ix_(sites, sites)])**2
np.fill_diagonal(t_all, 0)
reflected = abs(1 - 1j * gamma * g_probe[0, 0])**2
assert abs(t_all[0].sum() + reflected - 1) < 1e-12
balance = np.diag(t_all[2:].sum(axis=1)) - t_all[2:, 2:]
volts = np.linalg.solve(balance, t_all[2:, 0])
dephased = t_all[1, 0] + t_all[1, 2:] @ volts

# On-site repulsion: filling, and threshold of a magnetic mean-field solution.
filling = [quad(lambda e: -green(e, h3, gamma, gamma)[i, i].imag / np.pi,
                -np.inf, 0, limit=200)[0] for i in range(3)]
assert np.allclose(filling, 0.5, atol=1e-5)
response = np.zeros((3, 3))
for i in range(3):
    for j in range(i, 3):
        imag_axis = -quad(lambda s: (green(1j * s, h3, gamma, gamma)[i, j]**2
                                     ).real, 0, np.inf, limit=200)[0] / np.pi
        real_axis = quad(lambda e: (green(e, h3, gamma, gamma)[i, j]**2).imag,
                         -np.inf, 0, limit=200)[0] / np.pi
        assert abs(imag_axis - real_axis) < 1e-5
        response[i, j] = response[j, i] = imag_axis
u_critical = 1 / np.linalg.eigvalsh(response).max()
u_rough = 1.0
assert u_rough < u_critical

print(f"hopping t = {t:.2f} eV")
print(f"contact broadening Gamma = {gamma:.2f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kt:.5f} eV")
for i in range(3):
    z = g_mid[i, 0]
    print(f"G({i+1},1) at centre = {z.real + 0.0:.4f} {z.imag:+.4f} i 1/eV")
print(f"three-site T at centre = {transmission(0.0, h3, gamma):.6f}")
print(f"reflection at centre below 1e-20: {reflection < 1e-20}")
print(f"bond current per unit incoming current = {bond_current:.6f}")
print(f"T at centre from wave matching = {t_wave_mid:.6f}")
print(f"conductance quantum 2e^2/h = {g0*1e6:.3f} uS")
print(f"resistance at T = 1: {1e-3/g0:.3f} kOhm")
print(f"four-site T at centre = {transmission(0.0, h4, gamma):.4f}")
print(f"side peaks at x = +/- {side_peak:.4f} eV")
print(f"curvature parameter c = {curve:.4f} 1/eV")
print(f"side peaks merge at Gamma = {2*np.sqrt(2)*t:.4f} eV")
print(f"half-width at Gamma = 0.02 eV: {width_weak:.5f} eV")
print(f"half-width at Gamma = 200 eV: {width_strong:.5f} eV")
print(f"largest |T-1|, odd N to 9, Gamma 1e-3 to 1e3 eV: {worst_odd:.1e}")
print("Gamma (eV) | T3(0) | T3(0.1 eV) | T4(0) | 300 K average of T3")
for gam in (0.01, 0.1, 1.5, 10.0, 100.0):
    print(f"{gam:7.2f} | {transmission(0.0, h3, gam):.6f} | "
          f"{transmission(0.1, h3, gam):.5f} | "
          f"{transmission(0.0, h4, gam):.5f} | "
          f"{thermal_average(h3, gam, kt):.5f}")
print("Neglected effects, one at a time (conductance / (2e^2/h)):")
print(f"thermal smearing at 300 K: {warm:.5f}")
print(f"bias {bias:.2f} V with tilted levels: {biased:.5f}")
print(f"Fermi level off by {misfit:.2f} eV: {misaligned:.4f}")
print(f"right contact {gamma_r:.2f} eV, left {gamma:.2f} eV: {unequal:.4f}")
print(f"contact half-band {half_band:.1f} eV, centre off by "
      f"{band_offset:.1f} eV: {finite_band:.4f}")
print(f"middle site off by {site_offset:.2f} eV: {offset_mid:.4f}")
print(f"second-neighbour hopping {direct:.2f} eV: {second_neighbour:.4f}")
print(f"dephasing {probe:.3f} eV on each site: {dephased:.4f}")
print("filling per spin, sites 1 to 3: "
      + ", ".join(f"{n:.4f}" for n in filling))
print(f"assumed rough on-site repulsion = {u_rough:.2f} eV")
print(f"mean-field magnetic threshold = {u_critical:.3f} eV")
print("all tests passed")
```

Output:

```
hopping t = 1.00 eV
contact broadening Gamma = 1.50 eV
temperature = 300 K, kT = 0.02585 eV
G(1,1) at centre = 0.0000 -0.6667 i 1/eV
G(2,1) at centre = 0.5000 +0.0000 i 1/eV
G(3,1) at centre = 0.0000 +0.6667 i 1/eV
three-site T at centre = 1.000000
reflection at centre below 1e-20: True
bond current per unit incoming current = 1.000000
T at centre from wave matching = 1.000000
conductance quantum 2e^2/h = 77.481 uS
resistance at T = 1: 12.906 kOhm
four-site T at centre = 0.9216
side peaks at x = +/- 1.1990 eV
curvature parameter c = 0.9583 1/eV
side peaks merge at Gamma = 2.8284 eV
half-width at Gamma = 0.02 eV: 0.01000 eV
half-width at Gamma = 200 eV: 0.02000 eV
largest |T-1|, odd N to 9, Gamma 1e-3 to 1e3 eV: 4.4e-16
Gamma (eV) | T3(0) | T3(0.1 eV) | T4(0) | 300 K average of T3
   0.01 | 1.000000 | 0.00252 | 0.00010 | 0.13729
   0.10 | 1.000000 | 0.20201 | 0.00995 | 0.69806
   1.50 | 1.000000 | 0.99102 | 0.92160 | 0.99802
  10.00 | 1.000000 | 0.94972 | 0.14793 | 0.98888
 100.00 | 1.000000 | 0.13812 | 0.00160 | 0.63112
Neglected effects, one at a time (conductance / (2e^2/h)):
thermal smearing at 300 K: 0.99802
bias 0.10 V with tilted levels: 0.99924
Fermi level off by 0.20 eV: 0.9664
right contact 1.00 eV, left 1.50 eV: 0.9600
contact half-band 5.0 eV, centre off by 1.0 eV: 0.9600
middle site off by 0.20 eV: 0.9944
second-neighbour hopping 0.10 eV: 0.9825
dephasing 0.025 eV on each site: 0.9791
filling per spin, sites 1 to 3: 0.5000, 0.5000, 0.5000
assumed rough on-site repulsion = 1.00 eV
mean-field magnetic threshold = 2.791 eV
all tests passed
```
